# Do magnetic systems need ultrasoft potentials from spin-polarized atoms?: verification in Python

```python
# RESULT UNDER TEST: an ultrasoft pseudopotential generated from an UNPOLARIZED
# ion describes the spin-polarized ion, because spin enters through screening:
#   V_s = V_ion + V_H + v_xc,s      D_s = D0 + integral(V_s Q),   s = up, down.
# Errors come from the core charge in v_xc, from smoothing Q, from the frozen
# core and from the finite projector set.
# System: free Mn2+ (3d5), non-relativistic LSDA, hartree atomic units inside.
# Symbols: rad = 4 pi r^2 n (radial density), W = quadrature weights,
#   beta = projectors, Q = augmentation densities, q = their charges,
#   D = nonlocal strengths, V_loc = screened local potential.
# Method: spectral elements on Gauss-Lobatto nodes, u(0) = u(R_MAX) = 0.
from types import SimpleNamespace
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf.dft import libxc

EV = physical_constants['Hartree energy in eV'][0]
Z = 25.0
R_CUT, R_AUG, R_CORE = 1.8, 1.2, 0.7      # all three are element edges
EDGES = np.array([0, .1, .3, .7, 1.2, 1.8, 2.8, 4.5, 7.5, 12.0])
R_MAX, P = EDGES[-1], 12

# ---------- radial grid, kinetic matrix, Poisson solver ----------
coef = [0] * P + [1]
x = np.concatenate([[-1], np.sort(leg.legroots(leg.legder(coef)).real), [1]])
leg_p = leg.legval(x, coef)
wq = 2 / (P * (P + 1) * leg_p**2)
dif = np.zeros((P + 1, P + 1))
for i in range(P + 1):
    for j in range(P + 1):
        if i != j:
            dif[i, j] = leg_p[i] / (leg_p[j] * (x[i] - x[j]))
dif[0, 0], dif[-1, -1] = -P * (P + 1) / 4, P * (P + 1) / 4
size = P * (len(EDGES) - 1) + 1
r, W, K = np.zeros(size), np.zeros(size), np.zeros((size, size))
for e in range(len(EDGES) - 1):
    sl = slice(e * P, e * P + P + 1)
    half = (EDGES[e + 1] - EDGES[e]) / 2
    r[sl] = EDGES[e] + half * (x + 1)
    W[sl] += half * wq
    K[sl, sl] += 0.5 * dif.T @ (wq[:, None] * dif) / half
r, W, K = r[1:-1], W[1:-1], K[1:-1, 1:-1]
N = len(r)
KINETIC = K / np.sqrt(np.outer(W, W))
POISSON = np.linalg.inv(2 * K)


def node(radius):
    return int(np.argmin(abs(r - radius)))


def edge_slope(f, k):
    """Derivative at element edge k, taken from the element inside it."""
    return dif[-1] @ f[k - P:k + 1] / ((r[k] - r[k - P]) / 2)


def hartree(rad):
    return (W @ rad) / R_MAX + POISSON @ (W * rad / r) / r


def xc(rad_spin):
    n = np.maximum(rad_spin / (4 * np.pi * r**2), 1e-14)
    exc, vxc = libxc.eval_xc('LDA_X,LDA_C_PW', (n[0], n[1]), spin=1)[:2]
    v = np.asarray(vxc[0])
    return np.asarray(exc), (v if v.shape[0] == 2 else v.T)


def levels(v, l, count, usp=None):
    """Lowest levels and their radial densities in the potential v."""
    h = KINETIC + np.diag(v + l * (l + 1) / (2 * r**2))
    pick = [0, count - 1]
    if usp is None:
        e, y = eigh(h, subset_by_index=pick)
        return e, (y**2 / W[:, None]).T
    b = usp['b']
    d = usp['d0'] + usp['Q'] @ (W * v)
    e, y = eigh(h + b @ d @ b.T, usp['s'], subset_by_index=pick)
    c = b.T @ y
    aug = np.einsum('ik,jk,ijr->kr', c, c, usp['Q'])
    return e, (y**2 / W[:, None]).T + aug


def scf(v_fix, core, occ, v_start, usp=None):
    """Self-consistent ion; occ[l] = (up, down) occupations of the levels."""
    v_fix = v_fix + np.zeros((2, N))
    v = v_start + np.zeros((2, N))
    xs, rs = [], []
    for it in range(300):
        rad, band, eps, shell = np.zeros((2, N)), 0.0, {}, {}
        for l, f in occ.items():
            for s in (0, 1):
                fs = np.array(f[s], float)
                e, dens = levels(v[s], l, len(fs), usp)
                eps[l, s], shell[l, s] = e, fs @ dens
                rad[s] += shell[l, s]
                band += fs @ e
        tot = rad.sum(0)
        vh = hartree(tot)
        exc, vxc = xc(rad + core / 2)
        res = (v_fix + vh + vxc - v).ravel()
        if abs(res).max() < 1e-6:
            energy = (band - np.sum(W * v * rad) + np.sum(W * v_fix * rad)
                      + 0.5 * W @ (vh * tot) + W @ (exc * (tot + core)))
            return SimpleNamespace(v=v, rad=rad, eps=eps, shell=shell, E=energy)
        xs, rs = (xs + [v.ravel()])[-7:], (rs + [res])[-7:]
        step = 0.3 * res
        if it > 4:                                   # Anderson mixing
            dr = np.array([res - q for q in rs[:-1]]).T
            dx = np.array([xs[-1] - q for q in xs[:-1]]).T
            c = np.linalg.lstsq(dr, res, rcond=1e-12)[0]
            step = step - (dx + 0.3 * dr) @ c
        v = (xs[-1] + step).reshape(2, N)
    raise AssertionError('self-consistency not reached')


# ---------- all-electron references ----------
UNPOL, POL, REV = {2: ([2.5], [2.5])}, {2: ([5], [0])}, {2: ([0], [5])}
inner = {0: ([1, 1, 1], [1, 1, 1]), 1: ([3, 3], [3, 3])}
no_core = np.zeros(N)
guess = -(3 + 22 / (1 + 1.8 * r)**2) / r
ae = scf(-Z / r, no_core, {**inner, **UNPOL}, guess)
ae_pol = scf(-Z / r, no_core, {**inner, **POL}, ae.v)
v_eff, eps_d = ae.v.mean(0), ae.eps[2, 0][0]
core = sum(ae.shell[l, s] for l in (0, 1) for s in (0, 1))
val = ae.shell[2, 0] + ae.shell[2, 1]
v_frozen = -Z / r + hartree(core)
fz = scf(v_frozen, core, UNPOL, v_eff)
fz_pol = scf(v_frozen, core, POL, v_eff)
assert abs(fz.eps[2, 0][0] - eps_d) < 1e-5

# ---------- ultrasoft generation from the unpolarized ion ----------
ic, ia, ip = node(R_CUT), node(R_AUG), node(R_CORE)
curv = edge_slope(v_eff, ic) / (2 * R_CUT)
v_loc = np.where(r < r[ic], v_eff[ic] + curv * (r**2 - R_CUT**2), v_eff)


def generate(energies):
    t, k = r[:ic] / R_CUT, np.array([3, 5, 7])
    psi, phi, chi = [np.zeros((len(energies), N)) for _ in range(3)]
    for m, en in enumerate(energies):
        a = K + np.diag(W * (3 / r**2 + v_eff - en))
        u = np.zeros(N)
        u[ic] = 1.0
        u[:ic] = np.linalg.solve(a[:ic, :ic], -K[:ic, ic])
        edge_w = (r[ic] - r[ic - P]) / 2 * wq[-1]
        u /= np.sqrt(W[:ic] @ u[:ic]**2 + edge_w * u[ic]**2)
        second = (6 / R_CUT**2 + 2 * (v_eff[ic] - en)) * u[ic]
        rows = np.array([k**0, k / R_CUT, k * (k - 1) / R_CUT**2], float)
        c = np.linalg.solve(rows, [u[ic], edge_slope(u, ic), second])
        psi[m, :ic] = u[:ic]
        phi[m, :ic] = c @ t**k[:, None]
        kin = (c * (k * (k - 1) - 6) / 2) @ t**(k[:, None] - 2) / R_CUT**2
        chi[m, :ic] = (en - v_loc[:ic]) * phi[m, :ic] + kin
    B = (phi * W) @ chi.T
    beta = np.linalg.inv(B).T @ chi
    Q = psi[:, None] * psi[None] - phi[:, None] * phi[None]
    q = Q @ W
    D = B + q * np.array(energies)[None, :]
    asym = abs(D - D.T).max() / abs(D).max()
    D = (D + D.T) / 2
    b = (beta * np.sqrt(W)).T
    return dict(b=b, D=D, q=q, Q=Q, s=np.eye(N) + b @ q @ b.T,
                d0=D - Q @ (W * v_loc), asym=asym)


# the second energy is the first that gives a positive overlap and no ghost
for shift in (0.4, 0.6, 0.25, 0.9, 0.15, -0.4):
    two = generate([eps_d, eps_d + shift])
    if np.linalg.eigvalsh(two['s'])[0] > 0.02:
        if abs(levels(v_loc, 2, 1, two)[0][0] - eps_d) < 1e-5:
            break
else:
    raise AssertionError('no ghost-free ultrasoft potential found')
one = generate([eps_d])
assert two['asym'] < 1e-5                     # D symmetric by Green's identity


def smooth_q(Q):
    """Inside R_AUG: even polynomial with the same edge value, slope, charge."""
    out, k = Q.copy(), np.array([2, 4, 6])
    powers = (r[:ia] / R_AUG)**k[:, None]
    rows = np.array([k**0, k / R_AUG, powers @ W[:ia]], float)
    for a in range(len(Q)):
        for b in range(len(Q)):
            f = Q[a, b]
            rhs = [f[ia], edge_slope(f, ia), W[:ia] @ f[:ia]]
            out[a, b, :ia] = np.linalg.solve(rows, rhs) @ powers
    return out


n_core = core / (4 * np.pi * r**2)
bend = edge_slope(n_core, ip) / (2 * R_CORE)
n_part = np.where(r < r[ip], n_core[ip] + bend * (r**2 - R_CORE**2), n_core)
part_core = 4 * np.pi * r**2 * n_part
Q_soft = smooth_q(two['Q'])
assert abs(Q_soft @ W - two['q']).max() < 1e-8


def variant(base, Q, core_xc):
    """Unscreen at zero polarization, then use for the polarized ion."""
    usp = dict(base, Q=Q, d0=base['D'] - Q @ (W * v_loc))
    n0 = 5 * levels(v_loc, 2, 1, usp)[1][0]
    v_xc = xc(np.array([n0 + core_xc, n0 + core_xc]) / 2)[1].mean(0)
    v_ion = v_loc - hartree(n0) - v_xc
    un = scf(v_ion, core_xc, UNPOL, v_loc, usp)
    po = scf(v_ion, core_xc, POL, v_loc, usp)
    assert abs(un.eps[2, 0][0] - eps_d) < 2e-5
    return SimpleNamespace(pol=po, gain=un.E - po.E, n0=n0, usp=usp)


runs = {
    'true core, true Q, 2 proj': variant(two, two['Q'], core),
    'true core, true Q, 1 proj': variant(one, one['Q'], core),
    'true core, smooth Q': variant(two, Q_soft, core),
    'partial core, true Q': variant(two, two['Q'], part_core),
    'partial core, smooth Q': variant(two, Q_soft, part_core),
    'no core, true Q': variant(two, two['Q'], no_core)}


def split(run):
    return (run.eps[2, 1][0] - run.eps[2, 0][0]) * EV


ref_split, ref_gain = split(fz_pol), (fz.E - fz_pol.E) * EV
err = {k: abs(split(v.pol) - ref_split) for k, v in runs.items()}
gerr = {k: abs(v.gain * EV - ref_gain) for k, v in runs.items()}
full = runs['true core, true Q, 2 proj']
soft = runs['true core, smooth Q']
A, S, C, X = ('true core, true Q, 2 proj', 'true core, smooth Q',
              'partial core, true Q', 'no core, true Q')
assert abs(full.n0 - val).max() < 1e-3        # true Q restores the 3d density
assert err[A] < 0.02 * ref_split and gerr[A] < 0.02 * ref_gain
assert err[X] > 10 * err[A] and gerr[X] > 10 * gerr[A]
assert err[C] < err[X] and gerr[C] < gerr[X]
assert abs(split(soft.pol) - split(full.pol)) > 1e-3

# ---------- first-order shift: screened D against fixed D ----------
w = (fz_pol.v[0] - fz_pol.v[1]) / 2
fixed_d = dict(two, Q=0 * two['Q'], d0=two['D'])


def shift_at(lam, v, usp):
    return levels(v + lam * w, 2, 1, usp)[0][0] * EV


def slope(v, usp):
    return (shift_at(0.02, v, usp) - shift_at(-0.02, v, usp)) / 0.04


s_ae, s_us, s_fix = slope(v_eff, None), slope(v_loc, two), slope(v_loc, fixed_d)
assert abs(s_us / s_ae - 1) < 1e-4
assert abs(s_fix / s_ae - 1) > 0.05
rest = [shift_at(1, v_loc, u) - shift_at(1, v_eff, None) for u in (one, two)]

# ---------- constant kernel: energy proportional to integral of m^2 ----------
m2 = [W @ (n**2 / (4 * np.pi * r**2)) for n in (full.n0, soft.n0)]
assert abs(m2[1] / m2[0] - 1) > 1e-3

# ---------- ionic potential unscreened from the polarized ion, no core -------
p = full.pol
v_spin = p.v - hartree(p.rad.sum(0)) - xc(p.rad)[1]
along = scf(v_spin, no_core, POL, p.v, full.usp)
nonmag = scf(v_spin, no_core, UNPOL, p.v, full.usp)
against = scf(v_spin, no_core, REV, p.v[::-1], full.usp)
flip = (against.E - along.E) * EV
assert abs(split(nonmag)) > 0.1 and abs(flip) > 0.1

# ---------- output ----------
print('Mn2+ 3d5, LSDA, non-relativistic; energies in eV, lengths in bohr')
print(f'r_c = {R_CUT}, Q smoothed inside {R_AUG}, core smoothed inside {R_CORE}')
print(f'unpolarized 3d level: {eps_d * EV:.3f} eV')
print(f'second projector energy: {(eps_d + shift) * EV:.3f} eV')
print(f'core/valence density ratio at {R_CORE} bohr: {core[ip] / val[ip]:.3f}')
print(f'relative asymmetry of D: {two["asym"]:.1e}')
print(f'q_11 (partial wave of unit charge inside r_c): {two["q"][0, 0]:.4f}')
d_spin = [(full.usp['d0'] + full.usp['Q'] @ (W * v))[0, 0] * EV for v in p.v]
print(f'D_11 unscreened: {full.usp["d0"][0, 0] * EV:.3f} eV')
print(f'D_11 screened, unpolarized: {two["D"][0, 0] * EV:.3f} eV')
print(f'D_11 screened, up: {d_spin[0]:.3f} eV; down: {d_spin[1]:.3f} eV')
print('First-order 3d shift for w = (V_up - V_down)/2:')
print(f'  all-electron {s_ae:.4f} eV; ultrasoft, D screened {s_us:.4f} eV')
print(f'  ultrasoft, D held fixed {s_fix:.4f} eV')
print(f'Level error at full w: 1 projector {rest[0] * 1000:.2f} meV, '
      f'2 projectors {rest[1] * 1000:.2f} meV')
print('Polarized ion: 3d up, 3d down, splitting, polarization energy (eV)')


def row(name, run, gain):
    up, dn = run.eps[2, 0][0] * EV, run.eps[2, 1][0] * EV
    print(f'  {name:27s}{up:10.3f}{dn:10.3f}{dn - up:9.3f}{gain * EV:9.3f}')


row('all-electron, relaxed core', ae_pol, ae.E - ae_pol.E)
row('all-electron, frozen core', fz_pol, fz.E - fz_pol.E)
for name, run in runs.items():
    row(name, run.pol, run.gain)
print('Absolute error against frozen core: splitting, pol. energy (eV)')
for name in runs:
    print(f'  {name:27s}{err[name]:9.4f}{gerr[name]:9.4f}')
print(f'Integral of m^2, smooth Q / true Q: {m2[1] / m2[0]:.4f}')
print('Spin-dependent ionic potential from polarized ion, no core charge:')
print(f'  3d splitting, moment as generated: {split(along):.3f} eV')
print(f'  false 3d splitting of the nonmagnetic ion: {split(nonmag):.3f} eV')
print(f'  3d splitting, moment reversed: {split(against):.3f} eV')
print(f'  energy of reversed minus original moment: {flip:.3f} eV')
print('PASS')
```

Running it gives:

```
Mn2+ 3d5, LSDA, non-relativistic; energies in eV, lengths in bohr
r_c = 1.8, Q smoothed inside 1.2, core smoothed inside 0.7
unpolarized 3d level: -24.776 eV
second projector energy: -13.892 eV
core/valence density ratio at 0.7 bohr: 2.600
relative asymmetry of D: 1.3e-11
q_11 (partial wave of unit charge inside r_c): 0.7306
D_11 unscreened: 18.563 eV
D_11 screened, unpolarized: -31.457 eV
D_11 screened, up: -32.598 eV; down: -28.723 eV
First-order 3d shift for w = (V_up - V_down)/2:
  all-electron -2.2934 eV; ultrasoft, D screened -2.2934 eV
  ultrasoft, D held fixed -0.6173 eV
Level error at full w: 1 projector 5.12 meV, 2 projectors 0.37 meV
Polarized ion: 3d up, 3d down, splitting, polarization energy (eV)
  all-electron, relaxed core    -26.232   -21.655    4.578    5.690
  all-electron, frozen core     -26.171   -21.613    4.558    5.667
  true core, true Q, 2 proj     -26.169   -21.611    4.558    5.666
  true core, true Q, 1 proj     -26.315   -21.747    4.568    5.659
  true core, smooth Q           -26.160   -21.704    4.456    5.533
  partial core, true Q          -26.197   -21.406    4.791    5.966
  partial core, smooth Q        -26.198   -21.465    4.733    5.889
  no core, true Q               -26.957   -12.818   14.139   13.223
Absolute error against frozen core: splitting, pol. energy (eV)
  true core, true Q, 2 proj     0.0002   0.0010
  true core, true Q, 1 proj     0.0100   0.0076
  true core, smooth Q           0.1024   0.1339
  partial core, true Q          0.2329   0.2993
  partial core, smooth Q        0.1751   0.2223
  no core, true Q               9.5806   7.5569
Integral of m^2, smooth Q / true Q: 0.9557
Spin-dependent ionic potential from polarized ion, no core charge:
  3d splitting, moment as generated: 4.558 eV
  false 3d splitting of the nonmagnetic ion: -12.501 eV
  3d splitting, moment reversed: -23.362 eV
  energy of reversed minus original moment: -59.909 eV
PASS
```
